# Equation-of-Motion Coupled Cluster: Biorthogonal Eigenvectors and the Reference Coefficient

**The problem.** A molecule has $N$ electrons and a real Hamiltonian $H$ with one- and two-electron terms. Its ground state is described by coupled-cluster theory, starting from a closed-shell determinant $|0\rangle$. The letters $i,j$ denote spin orbitals occupied in $|0\rangle$, and $a,b$ denote empty ones. An excitation operator $\tau_\mu$ moves electrons from occupied to empty orbitals. The number moved is its rank, and its sign is chosen so that $\tau_\mu|0\rangle=|\mu\rangle$, where the determinants $|\mu\rangle$ are orthonormal.

The cluster operator $T=\sum_\mu t_\mu\tau_\mu$ contains ranks 1 to $n$. With

$$\bar H=e^{-T}He^{T},\qquad E_0=\langle0|\bar H|0\rangle ,$$

its real amplitudes satisfy

$$\langle\mu|\bar H|0\rangle=0\qquad\text{for all }\mu\text{ of rank }1,\dots,n. \tag{1}$$

An excited state is sought in the form

$$|\Psi\rangle=R\,e^{T}|0\rangle,\qquad R=r_0+\sum_\mu r_\mu\tau_\mu , \tag{2}$$

with the same ranks in $R$ as in $T$. The parts below find the equations for $R$, their left-hand counterparts, and the number $r_0$. Energies are in hartree.

## (a) Which operators commute with $T$?

**Question.** Show that $R$ commutes with $T$. Does a de-excitation operator also commute with $T$?

**Solution.** Take two single excitations. The anticommutator $a_ia_b^\dagger+a_b^\dagger a_i=\delta_{ib}$ gives

$$a_a^\dagger a_i\,a_b^\dagger a_j=\delta_{ib}\,a_a^\dagger a_j-a_a^\dagger a_b^\dagger a_ia_j .$$

In the opposite order,

$$a_b^\dagger a_j\,a_a^\dagger a_i=\delta_{ja}\,a_b^\dagger a_i-a_b^\dagger a_a^\dagger a_ja_i .$$

Exchanging the two creators and the two annihilators in the last term costs two minus signs, so it equals $a_a^\dagger a_b^\dagger a_ia_j$. Subtraction leaves

$$[a_a^\dagger a_i,\,a_b^\dagger a_j]=\delta_{ib}\,a_a^\dagger a_j-\delta_{ja}\,a_b^\dagger a_i=0 ,$$

because an occupied orbital is never an empty one. Every $\tau_\mu$ is, up to sign, a product of such pairs. Hence all $\tau_\mu$ commute with each other, the constant $r_0$ commutes with everything, and

$$[R,T]=0,\qquad R\,e^{T}=e^{T}R. \tag{3}$$

For a de-excitation the same algebra gives

$$[a_i^\dagger a_a,\,a_a^\dagger a_i]=a_i^\dagger a_i-a_a^\dagger a_a ,$$

which has the value 1 on $|0\rangle$. De-excitation operators therefore do not in general commute with $T$. This matters for the left-hand states in part (e).

## (b) The equation of motion

**Question.** Turn the Schrödinger equation for (2) into an equation for $R|0\rangle$. Then write it so that the excitation energy $\omega=E-E_0$ appears instead of $E$. State what happens when $T$ is truncated.

**Solution.** Insert (2) in $H|\Psi\rangle=E|\Psi\rangle$, move $R$ to the right of $e^T$ by (3), and multiply by $e^{-T}$:

$$He^{T}R|0\rangle=E\,e^{T}R|0\rangle\quad\Rightarrow\quad\bar H R|0\rangle=E\,R|0\rangle .$$

If $n<N$, this generally cannot hold in full: the left side has components of rank above $n$, and the right side has none. Let $P$ project on ranks 0 to $n$. The truncated theory demands

$$P\bar HR|0\rangle=E\,R|0\rangle . \tag{4}$$

This is a projected equation, so $|\Psi\rangle$ is then an approximate state.

To introduce $\omega$, note that the amplitude equations (1) say

$$\bar H|0\rangle=E_0|0\rangle+|q\rangle , \tag{5}$$

where $|q\rangle$ contains ranks above $n$ only. The operator $R$ either leaves the rank unchanged, through $r_0$, or raises it. So $PR|q\rangle=0$, and

$$PR\bar H|0\rangle=E_0R|0\rangle .$$

Subtracting this from (4) gives

$$P[\bar H,R]\,|0\rangle=\omega\,R|0\rangle . \tag{6}$$

The truncated theory thus has a commutator form although $|q\rangle\neq0$. The constant $r_0$ drops out of the commutator on the left but remains on the right. The reference component of (6) will therefore fix it.

## (c) The matrix

**Question.** Write (4) as a matrix eigenproblem. Which blocks does the matrix have, is it symmetric, and what does it have to do with the ground-state amplitude equations?

**Solution.** Project (4) on $\langle0|$ and on each $\langle\nu|$ of rank 1 to $n$, using $R|0\rangle=r_0|0\rangle+\sum_\mu r_\mu|\mu\rangle$. Define

$$\eta_\mu=\langle0|\bar H|\mu\rangle,\qquad A_{\nu\mu}=\langle\nu|\bar H|\mu\rangle .$$

Since $\langle\nu|\bar H|0\rangle=0$ by (1),

$$\begin{pmatrix}E_0&\eta\\0&A\end{pmatrix}\begin{pmatrix}r_0\\r\end{pmatrix}=E\begin{pmatrix}r_0\\r\end{pmatrix}. \tag{7}$$

Here $\eta$ is a row and $r$ a column. The determinant of the matrix minus $E$ factorizes into $(E_0-E)\det(A-E)$. One eigenvalue is $E_0$, with right vector $(1,0)$. The others follow from

$$(A-E_0)\,r=\omega\,r . \tag{8}$$

The matrix is not symmetric when $\eta\ne0$: its first column vanishes below $E_0$, while its first row does not. The origin is that $e^T$ is not unitary, so $\bar H^\dagger=e^{T^\dagger}He^{-T^\dagger}$ differs from $\bar H$.

If $T$ contains all ranks up to $N$, then $P=1$ in the $N$-electron space. The matrix is then similar to the Hermitian $H$, and its eigenvalues are real. A truncated block has no such protection. A real non-symmetric matrix may have complex-conjugate pairs of eigenvalues, which then cannot be read as energies of stationary states.

The zero column depends on (1). If the amplitudes are not converged, it becomes a column $\rho\neq0$. For invertible $A-E_0$, elimination of the lower block gives

$$\det\begin{pmatrix}0&\eta\\\rho&A-E_0\end{pmatrix}=-\det(A-E_0)\;\eta\,(A-E_0)^{-1}\rho ,$$

so $E_0$ is then an eigenvalue only if $\eta(A-E_0)^{-1}\rho=0$.

The matrix in (8) also governs the response of the ground-state equations to a change of an amplitude. Because $\tau_\mu$ commutes with $T$, $\partial e^{\pm T}/\partial t_\mu=\pm\tau_\mu e^{\pm T}$, and

$$\frac{\partial\bar H}{\partial t_\mu}=-\tau_\mu\bar H+\bar H\tau_\mu=[\bar H,\tau_\mu].$$

At the solution of (1), use (5) in the term with $\tau_\mu$ on the left. The part $\tau_\mu|q\rangle$ has rank above $n$ and does not contribute:

$$\frac{\partial\langle\nu|\bar H|0\rangle}{\partial t_\mu}=A_{\nu\mu}-\langle\nu|\tau_\mu\bar H|0\rangle=A_{\nu\mu}-E_0\delta_{\nu\mu}. \tag{9}$$

Excitation energies are therefore eigenvalues of the Jacobian of the amplitude equations. A zero excitation energy means that this Jacobian is singular.

## (d) The reference coefficient

**Question.** Find $r_0$. When does it vanish, and when does it not exist? For $n=2$, which integrals and amplitudes enter $\eta$?

**Solution.** The first row of (7) reads $E_0r_0+\eta\cdot r=Er_0$, so

$$\omega\,r_0=\eta\cdot r,\qquad r_0=\frac{\eta\cdot r}{\omega}\quad(\omega\ne0). \tag{10}$$

The excitation energy alone does not determine $r_0$: the vector $r$ and the row $\eta$ are needed too. Multiplying $r$ by a constant multiplies $r_0$ by the same constant, so a value of $r_0$ has a meaning only with a stated normalization. The choice here is $r\cdot r=1$, with the sum over excited determinants.

*Symmetry.* Let $T$ have the full spin and spatial symmetry of the closed-shell reference. Then $\bar H$ has the symmetry of $H$, and $\eta$ connects $|0\rangle$ only to states of its own symmetry. For a triplet, or for a state of another spatial symmetry, $\eta\cdot r=0$ and hence $r_0=0$ when $\omega\neq0$.

*Zero excitation energy.* If $\omega=0$ and $\eta\cdot r\neq0$, (10) has no solution. The smallest example is

$$\begin{pmatrix}E_0&\eta\\0&E_0\end{pmatrix},\qquad\eta\neq0 .$$

It has a double eigenvalue but only the one eigenvector $(1,0)$, so the matrix is defective. If instead $\eta\cdot r=0$ at $\omega=0$, then $r_0$ is arbitrary, because any amount of the degenerate ground vector may be added.

*The row $\eta$ for singles and doubles.* No excitation operator produces $|0\rangle$, so $\langle0|T=0$ and $\langle0|e^{-T}=\langle0|$. Hence

$$\eta_\mu=\langle0|He^{T}|\mu\rangle .$$

The Hamiltonian connects $\langle0|$ to rank 2 at most. If $\mu$ is a double, any factor of $T$ raises the rank to 3 or more, and

$$\eta_\mu=\langle0|H|\mu\rangle\qquad(\text{doubles}). \tag{11}$$

If $\mu$ is a single, one factor of $T_1$ is still allowed, while $T_2$ and $T_1^2$ lead to rank 3:

$$\eta_\mu=\langle0|H|\mu\rangle+\langle0|HT_1|\mu\rangle\qquad(\text{singles}). \tag{12}$$

With Hartree–Fock orbitals the first term of (12) is zero by Brillouin's theorem. The singles part of $\eta$ is then linear in $T_1$, whereas the doubles part is a bare matrix element of $H$.

## (e) The left-hand vectors

**Question.** Find the left eigenvectors of the matrix in (7). Show that left and right vectors of different energies are orthogonal. Use this for a second formula for $r_0$, and show that it agrees with (10).

**Solution.** A bra state is written $\langle\tilde\Psi|=\langle0|L\,e^{-T}$, where $L$ contains a constant $l_0$ and de-excitations with coefficients $l_\mu$. By part (a), $L$ may not be moved through $e^{-T}$. No such move is needed: multiplying $\langle\tilde\Psi|H=E\langle\tilde\Psi|$ from the right by $e^{T}$ gives

$$\langle0|L\bar H=E\,\langle0|L ,$$

which is again imposed in the space $P$. In components, with $l$ a row,

$$l_0E_0=E\,l_0,\qquad l_0\,\eta+l\,A=E\,l . \tag{13}$$

The first equation is $\omega l_0=0$. An excited state with $\omega\neq0$ thus has $l_0=0$, and

$$l\,(A-E_0)=\omega\,l . \tag{14}$$

The ground state has $E=E_0$. With $l_0=1$ and its row called $\lambda$, the second equation of (13) becomes

$$\lambda\,(A-E_0)=-\eta , \tag{15}$$

which has a unique solution if no excitation energy is zero. The roles are reversed between the two sides. The right ground vector $(1,0)$ is trivial and right excited vectors may contain the reference. The left ground vector $(1,\lambda)$ has excited components and left excited vectors lack the reference.

Let $M$ be the matrix in (7), $\mathcal L_k$ a complete left vector and $\mathcal R_m$ a complete right vector. Letting $M$ act to either side gives

$$\mathcal L_kM\mathcal R_m=E_k\,\mathcal L_k\mathcal R_m=E_m\,\mathcal L_k\mathcal R_m ,$$

so

$$(E_k-E_m)\,\mathcal L_k\mathcal R_m=0 . \tag{16}$$

This is an overlap of states, since $\langle0|L_ke^{-T}e^{T}R_m|0\rangle=\mathcal L_k\mathcal R_m$. For a non-degenerate level the left vector can be scaled to $\mathcal L_k\mathcal R_k=1$. For an excited level this means $l\cdot r=1$, because $l_0=0$.

Within a degenerate level (16) says nothing. If the matrix is diagonalizable, the overlaps $S_{km}=\mathcal L_k\mathcal R_m$ inside the level form an invertible matrix. Replacing the left vectors by $\sum_k(S^{-1})_{jk}\mathcal L_k$ makes the set biorthonormal.

Now apply (16) to the left ground vector and a right excited vector:

$$(1,\lambda)\begin{pmatrix}r_0\\r\end{pmatrix}=0\quad\Rightarrow\quad r_0=-\lambda\cdot r . \tag{17}$$

To compare with (10), multiply (15) from the right by $r$ and use (8):

$$\omega\,\lambda\cdot r=-\eta\cdot r\quad\Rightarrow\quad-\lambda\cdot r=\frac{\eta\cdot r}{\omega}.$$

The two formulas agree. The coefficient $r_0$ is the admixture of the right ground vector that makes the excited ket orthogonal to the left ground state.

The energies do not need $r_0$, since (8) does not contain it. Nor does a transition moment with the excited state as bra, $\langle0|Le^{-T}Xe^{T}|0\rangle$, which contains no $R$; a constant $c$ added to the operator $X$ changes it by $c\,l_0=0$. The moment with the excited state as ket does need $r_0$. Consider $\langle0|(1+\Lambda)e^{-T}Xe^{T}R|0\rangle$, where $\Lambda$ is the de-excitation operator with coefficients $\lambda$. Adding a constant $c$ to $X$ changes this moment by $c\,(r_0+\lambda\cdot r)=0$. If $r_0$ were left out, the change would be $c\,\lambda\cdot r=-c\,r_0$, and the moment would depend on an arbitrary constant.

## (f) What $r_0$ measures

**Question.** Interpret $r_0$ in terms of the state $|\Psi\rangle$, and find its limit for untruncated $T$.

**Solution.** In $Re^{T}|0\rangle$ every term except $r_0|0\rangle$ has rank 1 or more. Therefore

$$\langle0|\Psi\rangle=r_0 . \tag{18}$$

It is the coefficient of the reference determinant in the ket. The ket is not normalized, so the reference weight is

$$w_0=\frac{r_0^2}{\langle\Psi|\Psi\rangle}. \tag{19}$$

This weight no longer depends on the scale of $r$.

For untruncated $T$, let $|\Psi_k\rangle$ be a normalized eigenstate of $H$, that is, a full configuration-interaction (full-CI) state in the chosen orbital basis. Then $R|0\rangle=e^{-T}|\Psi_k\rangle$, and $\langle0|e^{-T}=\langle0|$ gives $r_0=\langle0|\Psi_k\rangle$. With the normalization $r\cdot r=1$, this number is divided by the norm of the excited part of $e^{-T}|\Psi_k\rangle$.

## (g) A worked case: LiH

**Question.** For LiH at a chosen bond length of 1.60 Å, in the STO-3G basis with all four electrons correlated, find $\omega$ and $r_0$ of the lowest totally symmetric excited singlet. Take the restricted Hartree–Fock determinant as $|0\rangle$, use singles and doubles ($n=2$), and compare with full CI in the same basis.

**Solution.** There are 225 determinants with equal numbers of up and down spins. The space $P$ holds the reference, 16 singles and 76 doubles. The ground-state energy is $E_0=-7.882314$, against $-7.882324$ from full CI. The vector $|q\rangle$ of (5) has norm $5.7\times10^{-3}$ hartree, so the truncation is a real one, and (6) nevertheless passes its numerical test.

The lowest excitation energies are:

| State | $\omega$ | full CI | $\lvert r_0\rvert$ |
|---|---|---|---|
| triplet | 0.115681 | 0.115655 | 0 |
| singlet | 0.132970 | 0.132910 | 0.0733 |
| triplet, twofold | 0.165755 | 0.165736 | 0 |
| singlet, twofold | 0.185190 | 0.185131 | 0 |

The zeros follow from symmetry. The twofold states have an odd number of electrons in $\pi$ orbitals, while the reference has none. All eigenvalues of the truncated matrix are real in this case.

The second line is the state sought. Its vector has $r\cdot r=1$, and singles carry 88.4 % of $r\cdot r$. The overall sign is chosen so that the largest component is positive. The sign of a determinant depends on the arbitrary phases of the orbitals, so the common sign of $\eta\cdot r$ and $r_0$ below has no meaning of its own. The magnitudes of $r_0$ and of the two parts of $\eta\cdot r$, and the relative sign of these parts, do not depend on the phases. The row $\eta$ gives

$$\eta\cdot r=\underbrace{0.000447}_{\text{singles}}+\underbrace{(-0.010200)}_{\text{doubles}}=-0.009753 .$$

With (10),

$$r_0=\frac{-0.009753}{0.132970}=-0.07335 .$$

Formula (17), with $\lambda$ from the linear equations (15), gives the same value. Although singles dominate the state, their contribution to $\eta\cdot r$ has the opposite sign and is less than 5 % of the doubles contribution in magnitude. By (11) and (12), the doubles part of $\eta$ consists of bare matrix elements of $H$, while with Hartree–Fock orbitals the singles part would vanish for $T_1=0$. How small the singles contribution is for a given state is a numerical result and is not fixed by these equations.

Untruncated $T$ gives $r_0=-0.07351$, so the truncated value is 0.2 % smaller in magnitude. The main results are

$$\omega=0.132970\ \text{hartree}=3.618\ \text{eV},\qquad\omega_{\text{full CI}}=0.132910\ \text{hartree}=3.617\ \text{eV}.$$

The reference weight (19) is $w_0=0.00552$, against 0.00555 in full CI. Since $r_0^2=0.00538$, the squared norm of the ket is $0.00538/0.00552\approx0.975$. The squared norm of $R|0\rangle$ is $1+r_0^2\approx1.005$. The difference shows that $e^{T}$ does not preserve norms.

Left and right vectors are close but distinct. With $l\cdot r=r\cdot r=1$,

$$|l-r|^2=|l|^2-2+1=1.001389^2-1=0.00278 .$$

The largest single component of $l-r$ has magnitude 0.0492. Its square, 0.00242, is 87 % of this sum.

The role of (1) can be seen by replacing $T$ with $0.9\,T$. The value $\langle0|\bar H|0\rangle$ then lies 0.0020 hartree from the nearest eigenvalue of the projected matrix, as the determinant in part (c) allows.

The agreement with full CI concerns this minimal basis and this state, which is mainly a single excitation. It says nothing about the error of the basis itself, so 3.62 eV is not a prediction of the measured spectrum. That error far exceeds the digits shown. At the same bond length and level of theory, the 6-31G, cc-pVDZ and aug-cc-pVDZ bases give $\omega=3.28$, $3.47$ and about $3.55$ eV and $\lvert r_0\rvert=0.077$, $0.045$ and $0.037$. The singles part of $\eta\cdot r$ keeps its opposite sign and is 8 %, 3 % and 2 % of the doubles part, while the singles share of $r\cdot r$ stays between 87 % and 90 %. The numerical check also compares $\omega$ with a separate EOM-CC program and the matrix of (8) with a finite-difference Jacobian.

## Values computed for the example and the checks

```
LiH, STO-3G, bond length          1.60 angstrom
determinants with Ms=0            225
singles, doubles                  16, 76
RHF energy                        -7.861865 hartree
CCSD energy E0                    -7.882314 hartree
full-CI ground energy             -7.882324 hartree
norm of Hbar|0> above doubles     5.741e-03 hartree
largest element of [R,T]          4.3e-19
largest element of [L,T]          0.0775
largest Jacobian deviation        5.8e-12 hartree
largest biorthogonality error     2.3e-15
largest |Im omega|, all states    0.0e+00 hartree
largest |r0|, other symmetry      1.1e-14
0.9 T: distance of <0|Hbar|0> from spectrum 0.002044 hartree
Lowest states: omega, full-CI omega (hartree), S^2, pi parity, |r0|
  1  0.115681  0.115655  2.00  +1  0.00000
  2  0.132970  0.132910  0.00  +1  0.07335
  3  0.165755  0.165736  2.00  -1  0.00000
  4  0.165755  0.165736  2.00  -1  0.00000
  5  0.185190  0.185131  0.00  -1  0.00000
  6  0.185190  0.185131  0.00  -1  0.00000
  7  0.398251  0.398240  2.00  +1  0.00000
Followed state: number 2 in the list
omega, EOM-CCSD                   0.132970 hartree = 3.6183 eV
omega, full CI                    0.132910 hartree = 3.6167 eV
omega, independent EOM-CCSD code  0.132970 hartree
singles share of r.r              0.88388
eta.r from singles                0.000447 hartree
eta.r from doubles                -0.010200 hartree
eta.r total                       -0.009753 hartree
r0 = eta.r/omega                  -0.073347
r0 = -lambda.r                    -0.073347
r0 from the eigenvector           -0.073347
r0, untruncated T                 -0.073511
norm of l when l.r=1, r.r=1       1.001389
largest |l - r| component         0.049229
reference weight in ket, EOM-CCSD 0.005520
reference weight in ket, full CI  0.005546
```
